\section*{The Hubbard atom at half filling: double occupancy, entropy and specific heat}

\section*{Problem}

A single orbital can hold up to two electrons of opposite spin, and two electrons in it repel each other with energy $U>0$. Its Hamiltonian is
\begin{equation}
H = U\,n_\uparrow n_\downarrow ,
\end{equation}
where $n_\sigma$ is the number of electrons with spin $\sigma$. The orbital energy is taken as the zero of energy. There is no magnetic field and no hopping term in $H$. The orbital exchanges heat and electrons with a reservoir at temperature $T$ and chemical potential $\mu$, so a state with energy $E$ and electron number $N$ has probability
\begin{equation}
p = \frac{e^{-\beta (E-\mu N)}}{Z},\qquad \beta=\frac{1}{k_B T},
\end{equation}
where $Z$ is the sum of the numerators over all states. The chemical potential is held at $\mu=U/2$ at every temperature.

\begin{enumerate}
\item[(a)] Show that the double occupancy $D=\langle n_\uparrow n_\downarrow\rangle$ is
\begin{equation}
D=\frac{1}{2+2e^{\beta U/2}} .
\end{equation}
\item[(b)] Show that on cooling from very high to very low temperature the entropy falls steadily from $k_B\ln 4$ to $k_B\ln 2$.
\item[(c)] Find the specific heat $C=T\,dS/dT$. Show that it has a single maximum, and find the temperature and the height of this maximum.
\item[(d)] Evaluate the results of (c) for $U=2$ meV, together with $D$ and $S$ at the maximum.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item The operators $n_\uparrow$ and $n_\downarrow$ commute, so the four occupation states are already eigenstates. List the value of $E-\mu N$ for each of them and look for degeneracies.
\item For (b), group the states by their value of $E-\mu N$. One number, the total probability of the upper group, then fixes the entropy through $S=-k_B\sum_i p_i\ln p_i$.
\item Use the dimensionless variable $x=\beta U/2$. It falls as $T$ rises, and $T\,dx/dT=-x$.
\item For (c), write $C$ in terms of $y=x/2$ and differentiate $\ln C$ instead of $C$. The condition for the maximum is transcendental, but it can be used to remove the hyperbolic function from the height.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Levels and double occupancy}

Let $K=H-\mu N$. With $\mu=U/2$ the four states have
\begin{align}
\text{empty:}\quad & K=0, \\
\text{one electron, spin up or down:}\quad & K=-\mu=-\tfrac{U}{2}\quad\text{(two states)},\\
\text{doubly occupied:}\quad & K=U-2\mu=0 .
\end{align}
The choice $\mu=U/2$ makes the empty and the doubly occupied state degenerate. The spectrum of $K$ therefore consists of two doublets: a lower one, which is the free spin of a single electron, and an upper one, made of the two states with the wrong charge. They are separated by $U/2$.

This splitting differs from the charge gap, which is the cost of taking an electron from one singly occupied atom and putting it on another:
\begin{equation}
E(2)+E(0)-2E(1)=U+0-0=U .
\end{equation}
That process creates one doubly occupied and one empty atom, each of which costs $U/2$ in $K$. The thermal behaviour of one atom is governed by the single excitation, $U/2$.

With $x=\beta U/2$, each state of the lower doublet has weight $e^{-\beta(-U/2)}=e^{x}$ and each state of the upper doublet has weight $1$. Hence
\begin{equation}
Z=2+2e^{x}.
\end{equation}
The operator $n_\uparrow n_\downarrow$ equals $1$ in the doubly occupied state and $0$ in the other three, so $D$ is the probability of that state:
\begin{equation}
D=\frac{1}{Z}=\frac{1}{2+2e^{\beta U/2}} .
\label{eq:D}
\end{equation}
For $k_BT\gg U$ we have $x\to0$ and $D\to 1/4$, because the four states become equally likely. For $k_BT\ll U$ the double occupancy vanishes as $\tfrac12 e^{-U/(2k_BT)}$.

The mean electron number will be needed below. It is
\begin{equation}
\langle N\rangle=\frac{0\cdot 1+1\cdot 2e^{x}+2\cdot 1}{Z}=\frac{2e^{x}+2}{2+2e^{x}}=1
\label{eq:N}
\end{equation}
at every temperature. This is what is meant by half filling.

For another value of the chemical potential the upper doublet splits, and the same counting gives
\begin{equation}
D=\frac{e^{\beta(2\mu-U)}}{1+2e^{\beta\mu}+e^{\beta(2\mu-U)}} ,
\end{equation}
which reduces to (\ref{eq:D}) at $\mu=U/2$.

\subsection*{(b) Entropy}

Let $p$ be the total probability of the upper doublet:
\begin{equation}
p=\frac{2}{Z}=\frac{1}{1+e^{x}},\qquad 1-p=\frac{e^{x}}{1+e^{x}} .
\end{equation}
The two states within a doublet are equally likely, so the four probabilities are $p/2$, $p/2$, $(1-p)/2$ and $(1-p)/2$. Therefore
\begin{align}
\frac{S}{k_B}
&=-p\ln\frac{p}{2}-(1-p)\ln\frac{1-p}{2}\\
&=\ln2-p\ln p-(1-p)\ln(1-p) .
\end{align}
The first term is the twofold choice within a doublet, which is present at all temperatures. The other two terms are the uncertainty about which doublet is occupied.

To express $S$ through $x$, insert $\ln p=-\ln(1+e^{x})$ and $\ln(1-p)=x-\ln(1+e^{x})$. The logarithms $\ln(1+e^x)$ have total coefficient $p+(1-p)=1$, which gives
\begin{align}
\frac{S}{k_B}
&=\ln2+\ln(1+e^{x})-(1-p)\,x\\
&=\ln2+\left[\ln(1+e^{x})-x\right]+p\,x\\
&=\ln2+\ln(1+e^{-x})+\frac{x}{1+e^{x}} .
\label{eq:S}
\end{align}
The last line uses $\ln(1+e^{x})-x=\ln\left[(1+e^{x})e^{-x}\right]=\ln(1+e^{-x})$.

The two limits follow at once:
\begin{align}
T\to\infty,\ x\to0:&\quad \frac{S}{k_B}\to\ln2+\ln2+0=\ln4,\\
T\to0,\ x\to\infty:&\quad \frac{S}{k_B}\to\ln2+0+0=\ln2 .
\end{align}

It remains to show that the fall is steady. The two $x$-dependent terms of (\ref{eq:S}) have the derivatives
\begin{align}
\frac{d}{dx}\ln(1+e^{-x})&=-\frac{e^{-x}}{1+e^{-x}}=-\frac{1}{1+e^{x}},\\
\frac{d}{dx}\,\frac{x}{1+e^{x}}&=\frac{1}{1+e^{x}}-\frac{x\,e^{x}}{(1+e^{x})^2} .
\end{align}
In the sum the terms $\pm1/(1+e^x)$ cancel:
\begin{equation}
\frac{1}{k_B}\frac{dS}{dx}=-\frac{x\,e^{x}}{(1+e^{x})^2}<0\qquad (x>0).
\label{eq:dSdx}
\end{equation}
Cooling increases $x$, so it lowers $S$ at every temperature.

The value $k_B\ln4$ counts four equally likely states. Cooling removes the charge fluctuations and with them an entropy $k_B\ln2$. The remaining $k_B\ln2$ belongs to the spin of the single electron. It survives down to $T=0$ because nothing in $H$ distinguishes up from down.

\subsection*{(c) Specific heat and its maximum}

Since $x\propto1/T$, we have $T\,dx/dT=-x$. With (\ref{eq:dSdx}),
\begin{equation}
C=T\frac{dS}{dT}=\frac{dS}{dx}\;T\frac{dx}{dT}=k_B\,\frac{x^2e^{x}}{(1+e^{x})^2} .
\end{equation}
Now write $1+e^{x}=e^{x/2}\left(e^{-x/2}+e^{x/2}\right)=2e^{x/2}\cosh(x/2)$. The square of this is $4e^{x}\cosh^2(x/2)$, the factors $e^x$ cancel, and with $y=x/2=U/(4k_BT)$
\begin{equation}
\frac{C}{k_B}=\frac{x^2}{4\cosh^2(x/2)}=\frac{y^2}{\cosh^2y} .
\label{eq:C}
\end{equation}

\paragraph{What is held fixed.} This is the specific heat at fixed $\mu=U/2$. It is also the specific heat at fixed mean filling $\langle N\rangle=1$. The reason is that $\langle N\rangle$ grows strictly with $\mu$, since $\partial\langle N\rangle/\partial\mu=\beta\left(\langle N^2\rangle-\langle N\rangle^2\right)>0$. Only one value of $\mu$ therefore gives $\langle N\rangle=1$, and by (\ref{eq:N}) that value is $U/2$ at every $T$. At fixed filling the specific heat is the derivative of the energy $\langle H\rangle=UD$, and this gives the same function:
\begin{equation}
U\frac{dD}{dT}=U\left(-\frac{x}{T}\right)\left(-\frac{e^{x}}{2(1+e^{x})^2}\right)
=\frac{U}{2T}\,\frac{x\,e^{x}}{(1+e^{x})^2}=k_B\frac{x^2e^{x}}{(1+e^{x})^2},
\end{equation}
where the last step uses $U/(2T)=k_Bx$. The peak in $C$ is thus the heat needed to create double occupancy.

Fixing the mean number is not the same as fixing the number itself. An atom cut off from the reservoir with one electron in it has two states, both of energy zero. Its entropy is $k_B\ln2$ at all temperatures and its specific heat is zero.

\paragraph{The maximum.} From (\ref{eq:C}), $\ln(C/k_B)=2\ln y-2\ln\cosh y$, so
\begin{equation}
\frac{d\ln C}{dy}=\frac{2}{y}-2\tanh y=\frac{2}{y}\left(1-y\tanh y\right).
\end{equation}
For $y>0$ both $y$ and $\tanh y$ are positive and increasing, so $y\tanh y$ increases from $0$ without bound and passes through $1$ once. Below this root $C$ grows with $y$, and above it $C$ falls. There is therefore one extremum, and it is a maximum, at
\begin{equation}
y^*\tanh y^*=1,\qquad y^*\approx1.1997 .
\end{equation}
Solving $y^*=U/(4k_BT^*)$ for the temperature gives
\begin{equation}
k_BT^*=\frac{U}{4y^*}\approx0.208\,U .
\end{equation}
For the height, use $1/\cosh^2y=1-\tanh^2y$ and $\tanh y^*=1/y^*$:
\begin{equation}
\frac{C_{\max}}{k_B}=y^{*2}\left(1-\frac{1}{y^{*2}}\right)=y^{*2}-1\approx0.439 .
\end{equation}
The height does not depend on $U$, which sets only the temperature scale.

\paragraph{The two sides of the peak.} At high temperature $\cosh y\to1$ and
\begin{equation}
\frac{C}{k_B}\to\left(\frac{U}{4k_BT}\right)^2 .
\end{equation}
The levels are then almost equally populated, and further heating changes little. At low temperature $e^{x}/(1+e^{x})^2\to e^{-x}$ and
\begin{equation}
\frac{C}{k_B}\to\left(\frac{U}{2k_BT}\right)^2e^{-U/(2k_BT)} ,
\end{equation}
because the upper doublet can hardly be reached. A maximum between two such tails, produced by a finite number of levels, is called a Schottky peak.

The area under $C/T$ is the entropy difference found in (b):
\begin{equation}
\int_0^\infty\frac{C}{T}\,dT=S(\infty)-S(0)=k_B\ln2 .
\end{equation}

Since $C=dS/d\ln T$, the peak marks the point where $S$ changes fastest on a logarithmic temperature axis. On a linear axis the slope is $dS/dT=C/T$. At and above $T^*$ this slope is already falling, because $1/T$ falls and $C$ does not rise. The steepest point on a linear axis therefore lies below $T^*$.

\subsection*{(d) Numbers for $U=2$ meV}

The value of $U$ is a round model parameter, and $\mu=1$ meV. The levels of $K$ are $-1$ meV (twice) and $0$ (twice). The maximum lies at
\begin{equation}
k_BT^*=0.2084\times2\ \text{meV}=0.4168\ \text{meV},\qquad
T^*=\frac{0.4168\ \text{meV}}{0.086173\ \text{meV/K}}\approx4.84\ \text{K}.
\end{equation}
There $x=2y^*=2.399$, and the upper doublet has probability
\begin{equation}
p=\frac{1}{1+e^{2.399}}=0.0832,\qquad D=\frac{p}{2}=0.0416 .
\end{equation}
The height is $C_{\max}/k_B=1.1997^2-1=0.439$, and the entropy is $S=0.980\,k_B$. This exceeds $k_B\ln2=0.693\,k_B$ by $0.287\,k_B$. So at the peak about $41\%$ of the removable entropy $k_B\ln2$ is still present, although the atom has the wrong charge only about $8\%$ of the time.

Values on both sides of the peak:
\begin{center}
\begin{tabular}{rrrrr}
$T$ (K) & $x$ & $D$ & $S/k_B$ & $C/k_B$\\
\hline
1 & 11.60 & $4.6\times10^{-6}$ & 0.693 & 0.001\\
2 & 5.80 & 0.0015 & 0.714 & 0.101\\
5 & 2.32 & 0.0447 & 0.994 & 0.439\\
10 & 1.16 & 0.1193 & 1.243 & 0.245\\
20 & 0.58 & 0.1794 & 1.346 & 0.077\\
100 & 0.12 & 0.2355 & 1.385 & 0.003
\end{tabular}
\end{center}
As a check of one entry, at $5$ K we have $x=1\ \text{meV}/(0.086173\times5\ \text{meV})=2.32$, and (\ref{eq:D}) gives $D=0.0447$. At $100$ K the entropy is already within $0.002\,k_B$ of $k_B\ln4$, while $D$ is still about $6\%$ below its limit $1/4$. The expansions for small $x$ explain the difference: $D\approx\tfrac14-\tfrac{x}{8}$ is linear in $x$, whereas (\ref{eq:dSdx}) gives $dS/dx\approx-k_Bx/4$ and hence $S/k_B\approx\ln4-\tfrac{x^2}{8}$, which is quadratic.

The numerical check diagonalizes $K$ at $\mu=U/2$ and checks the following against the resulting thermal averages: (\ref{eq:D}), (\ref{eq:N}), (\ref{eq:S}) and (\ref{eq:C}), the limits of $S$, the two tails of $C$, the area under $C/T$, and the position, height and uniqueness of the maximum. It also checks $C=U\,dD/dT$ with $\mu$ solved afresh for $\langle N\rangle=1$. The formula for $D$ at general $\mu$, the charge gap, the small-$x$ expansions and the two variations below are derived in the text but are not tested by the program.

\section*{Variation 1: attraction instead of repulsion}

\textbf{Question.} Let $U=-|U|$, again with $\mu=U/2$. What changes?

\textbf{Solution.} The levels are still $K=0$ for the empty and doubly occupied states and $K=-U/2$ for the single-electron states, but now $-U/2=+|U|/2$. The order of the doublets is reversed. Nothing in the derivation of (\ref{eq:D}) used the sign of $U$, so
\begin{equation}
D=\frac{1}{2+2e^{-\beta|U|/2}} ,
\end{equation}
which rises on cooling from $1/4$ to $1/2$. At low temperature the atom is empty or doubly occupied with equal probability.

The entropy depends only on the splitting of two doublets, which is $|U|/2$ as before. Therefore $S(T)$ and $C(T)$ are the same functions as for repulsion of equal strength, with the peak at $k_BT^*=|U|/(4y^*)$. The residual $k_B\ln2$ now comes from the charge and not from the spin. The specific heat alone cannot tell the two cases apart, but the double occupancy can.

\section*{Variation 2: a weak magnetic field}

\textbf{Question.} Return to $U>0$ and add $-h\,(n_\uparrow-n_\downarrow)$ to $H$, with $0<h\ll U$ and $\mu=U/2$. What happens to the residual entropy, and where does the specific heat acquire a second peak?

\textbf{Solution.} The empty and doubly occupied states keep $K=0$, since neither has a net spin. The single-electron states move to $-U/2\mp h$, so
\begin{equation}
Z=2+e^{x}\left(e^{\beta h}+e^{-\beta h}\right)=2+2e^{x}\cosh(\beta h),\qquad D=\frac{1}{Z} .
\end{equation}
The lowest level is now a single state, the electron with spin up, so $S\to0$ as $T\to0$.

For $k_BT\ll U$ the empty and doubly occupied states can be neglected, because their total probability $2/Z$ is at most $1/(1+e^{x})$. What remains are two states with energies $\mp h$ and weights $e^{\pm\beta h}$. Their mean energy is $-h\tanh(\beta h)$, and
\begin{equation}
C\approx\frac{d}{dT}\left[-h\tanh\frac{h}{k_BT}\right]
=\frac{h^2}{k_BT^2}\,\frac{1}{\cosh^2(\beta h)}
=k_B\,\frac{(\beta h)^2}{\cosh^2(\beta h)} .
\end{equation}
This is the function (\ref{eq:C}) with $y$ replaced by $\beta h$. The second peak therefore lies at $\beta h=y^*$, that is
\begin{equation}
k_BT\approx\frac{h}{y^*}\approx0.83\,h ,
\end{equation}
and it has the same height, about $0.439\,k_B$. On cooling, the entropy falls from $k_B\ln4$ to a plateau near $k_B\ln2$ in the range $h\ll k_BT\ll U$, and then to zero. The condition $h\ll U$ is a strict one, because the two peaks lie near $0.83\,h$ and $0.21\,U$ and both are broad. With the full $Z$, $C$ still has two maxima at $h=0.03\,U$, but at $h=0.1\,U$ they have already merged into one, of height about $0.67\,k_B$ near $k_BT=0.17\,U$. For such fields the two steps are not separated, and the full $Z$ must be used.

\section*{Calculated quantities}
\begin{verbatim}
U = 2.0 meV, mu = 1.0 meV
kB = 0.086173 meV/K
levels of K (meV): -1.0 -1.0 0.0 0.0
splitting of the doublets = 1.0 meV
ln 2 = 0.69315, ln 4 = 1.38629
S at 0.1 K = 0.69315 kB
S at 100000 K = 1.38629 kB
integral of C/T over this range = 0.69315 kB
root of y tanh y = 1: y = 1.19968
x at peak = 2.39936
kB T_peak / U = 0.20839
kB T_peak = 0.4168 meV
T_peak from root condition = 4.8365 K
T_peak from direct maximization = 4.8365 K
C at peak = 0.43923 kB
D at peak = 0.04161
upper-doublet probability at peak = 0.08322
S at peak = 0.97972 kB
mean electron number at peak = 1.00000
T (K)    x         D           S (kB)    C (kB)
    1   11.6045  4.5623e-06  0.69326  0.00123
    2    5.8023  1.5058e-03  0.71364  0.10108
    5    2.3209  4.4703e-02  0.99431  0.43854
   10    1.1605  1.1929e-01  1.24259  0.24464
   20    0.5802  1.7944e-01  1.34592  0.07746
  100    0.1160  2.3551e-01  1.38461  0.00336
\end{verbatim}
